# Choosing the Displacement for a Curvature from Two Noisy Forces: verification in Python

```python
"""
Result under test: a curvature from two noisy forces at -h and +h,
    C(h) = [F(-h) - F(+h)] / (2 h),
has least rms error at h = (3 sigma / |V4|)**(1/3), with value
(sqrt(3)/2) sigma / h, if the force errors are uncorrelated.
sigma: standard deviation of each force component (eV/A)
V2, V4, V6: derivatives of the energy along the unit vector 'mode'
h: displacement of each image from the centre (A)
ell: correlation length of a smooth force error (A)
Test system: planar NH3, the saddle of inversion, RHF/cc-pVDZ.
"""
import numpy as np
from numpy.polynomial import Polynomial
from numpy.polynomial.hermite_e import hermegauss
from scipy import constants as const
from scipy.optimize import brentq, minimize_scalar
from pyscf import gto, scf, mp

BOHR = const.physical_constants["Bohr radius"][0] / const.angstrom
HARTREE = const.physical_constants["Hartree energy in eV"][0]

# Unit vector: N against three H, zero summed displacement.
mode = np.zeros((4, 3))
mode[:, 2] = [3.0, -1.0, -1.0, -1.0]
mode /= np.linalg.norm(mode)


def planar(bond):
    angles = 2 * np.pi * np.arange(3) / 3
    xyz = np.zeros((4, 3))
    xyz[1:, 0] = bond * np.cos(angles)
    xyz[1:, 1] = bond * np.sin(angles)
    return xyz


def run_scf(xyz):
    atoms = [(s, tuple(x / BOHR)) for s, x in zip("NHHH", xyz)]
    mol = gto.M(atom=atoms, unit="Bohr", basis="cc-pvdz", verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-11
    mf.conv_tol_grad = 1e-8
    mf.kernel()
    assert mf.converged
    return mf


def gradient(mf):
    return mf.nuc_grad_method().kernel() * HARTREE / BOHR


# ---- Saddle geometry and its Hessian ----
bond = brentq(lambda r: gradient(run_scf(planar(r)))[1, 0],
              0.93, 1.07, xtol=1e-7)
saddle = planar(bond)
mf0 = run_scf(saddle)
max_force = np.abs(gradient(mf0)).max()
assert max_force < 1e-4
hess = mf0.Hessian().kernel().transpose(0, 2, 1, 3).reshape(12, 12)
hess = 0.5 * (hess + hess.T) * HARTREE / BOHR**2
eigval, eigvec = np.linalg.eigh(hess)
overlap = abs(eigvec[:, 0] @ mode.ravel())
assert eigval[0] < -0.5 and eigval[1] > -0.05   # first-order saddle
assert abs(overlap - 1) < 1e-5                  # direction by symmetry

# ---- Energy derivatives along the mode from SCF forces ----
q = 0.05 * np.arange(1, 6)
runs = [run_scf(saddle + s * mode) for s in q]
slope = np.array([np.sum(gradient(m) * mode) for m in runs])
mirror = np.sum(gradient(run_scf(saddle - q[0] * mode)) * mode)
assert abs(mirror + slope[0]) < 1e-5            # slope is odd in q
odd_coef = np.linalg.solve(q[:, None] ** (2 * np.arange(5) + 1), slope)
all_coef = np.zeros(10)
all_coef[1::2] = odd_coef
dV = Polynomial(all_coef)                       # dV/dq, eV/A
V2, V4, V6 = odd_coef[0], 6 * odd_coef[1], 120 * odd_coef[2]
assert abs(V2 - eigval[0]) < 0.01

# Independent V4: fourth difference of total energies.
step = q[0]
E0, E1, E2 = [m.e_tot * HARTREE for m in (mf0, runs[0], runs[1])]
fourth = (2 * E2 - 8 * E1 + 6 * E0) / step**4
V4_energy = fourth - V6 * step**2 / 6           # next series term removed
assert abs(V4_energy / V4 - 1) < 5e-3

# Truncation error of the SCF central difference against the Hessian.
bias_seen = (slope[0] - mirror) / (2 * step) - eigval[0]
bias_law = step**2 * V4 / 6
assert abs(bias_seen / bias_law - 1) < 0.05

# ---- Uncorrelated noise on all twelve force components ----
rng = np.random.default_rng(7)
samples = 200000
noise = np.array([rng.standard_normal((samples, 12)) @ mode.ravel()
                  for _ in range(2)])
assert np.all(np.abs(noise.std(axis=1) - 1) < 0.01)


def bias(h, centre=0.0):
    return (dV(centre + h) - dV(centre - h)) / (2 * h) - dV.deriv()(centre)


def sampled_rms(h, sigma, centre=0.0):
    f_plus = -dV(centre + h) + sigma * noise[0]
    f_minus = -dV(centre - h) + sigma * noise[1]
    error = (f_minus - f_plus) / (2 * h) - dV.deriv()(centre)
    return np.sqrt(np.mean(error**2))


def best_step(error_of_h, low=1e-3, high=0.12):
    res = minimize_scalar(lambda u: error_of_h(np.exp(u)),
                          bounds=(np.log(low), np.log(high)),
                          method="bounded", options={"xatol": 1e-7})
    return np.exp(res.x)


def h_law(sigma, fourth_derivative=V4):
    return (3 * sigma / abs(fourth_derivative)) ** (1 / 3)


def tolerance(h):
    # 1% for sampling plus twice the relative sixth-order term
    return 0.01 + 2 * abs(V6 / V4) * h**2 / 20


sigma = 0.01
h_star = h_law(sigma)
rms_star = np.sqrt(3) / 2 * sigma / h_star
sigmas = sigma / np.array([1.0, 8.0, 64.0])
h_found = np.array([best_step(lambda h, s=s: sampled_rms(h, s))
                    for s in sigmas])
rms_found = np.array([sampled_rms(h, s) for h, s in zip(h_found, sigmas)])
for s, h, e in zip(sigmas, h_found, rms_found):
    assert abs(h / h_law(s) - 1) < tolerance(h)
    assert abs(e / (np.sqrt(3) / 2 * s / h_law(s)) - 1) < tolerance(h)
exponent_h = np.polyfit(np.log(sigmas), np.log(h_found), 1)[0]
exponent_e = np.polyfit(np.log(sigmas), np.log(rms_found), 1)[0]
assert abs(exponent_h - 1 / 3) < 0.01
assert abs(exponent_e - 2 / 3) < 0.01

table = []
for x in (0.5, 1.0, 2.0):
    h = x * h_star
    spread = np.std(sigma * (noise[1] - noise[0]) / (2 * h))
    total = sampled_rms(h, sigma)
    ratio_law = np.sqrt((2 / x**2 + x**4) / 3)
    assert abs(spread / (sigma / (np.sqrt(2) * h)) - 1) < 0.01
    assert abs(total / rms_star / ratio_law - 1) < tolerance(h)
    table.append((h, spread, bias(h), total, total / rms_star))

# Centre away from the saddle, where the third derivative is not zero.
centre, small_sigma = 0.12, 1e-4
V3_off, V4_off = dV.deriv(2)(centre), dV.deriv(3)(centre)
h_off = best_step(lambda h: sampled_rms(h, small_sigma, centre))
h_off_law = h_law(small_sigma, V4_off)
assert abs(V3_off) > 1 and abs(h_off / h_off_law - 1) < 0.02


# Bounded noise: worst choice of sign at each image.
def worst_error(h):
    return max(abs(sigma * (a - b) / (2 * h) + bias(h))
               for a in (-1, 1) for b in (-1, 1))


h_worst = best_step(worst_error)
assert abs(h_worst / h_star - 1) < tolerance(h_star)
assert abs(worst_error(h_worst) / (1.5 * sigma / h_star) - 1) \
    < tolerance(h_star)

# ---- Smooth force error: random waves with Gaussian wavenumbers ----
nodes, weights = hermegauss(100)
weights = weights / weights.sum()
phases = 2 * np.pi * np.arange(8) / 8


def smooth_rms(h, sig, ell, with_bias=True):
    def field(s):
        return sig * np.sqrt(2) * np.cos(nodes[:, None] * s / ell + phases)
    error = (field(-h) - field(h)) / (2 * h)
    if with_bias:
        error = error + bias(h)
    return np.sqrt(weights @ np.mean(error**2, axis=1))


ell = 0.5
for h in (0.05, 0.2):
    law = sigma * np.sqrt((1 - np.exp(-2 * h**2 / ell**2)) / (2 * h**2))
    assert abs(smooth_rms(h, sigma, ell, False) / law - 1) < 1e-8
floor = sigma / ell
assert abs(smooth_rms(0.001, sigma, ell) / floor - 1) < 0.01
smooth_sigmas = np.array([0.1, 0.2])
h_smooth = np.array([best_step(lambda h, s=s: smooth_rms(h, s, ell), 3e-4)
                     for s in smooth_sigmas])
h_smooth_law = 3 * np.sqrt(2) * smooth_sigmas / (ell**2 * abs(V4))
assert np.all(np.abs(h_smooth / h_smooth_law - 1) < 0.02)
short_ell = 0.015
h_short = best_step(lambda h: smooth_rms(h, sigma, short_ell))
assert abs(h_short / h_star - 1) < tolerance(h_star)

# ---- Effects left out of the error model ----
sixth = V6 * h_star**4 / 120
tilt = np.radians(3.0)
tilted = (np.cos(tilt) * mode.ravel()
          + np.sin(tilt) * eigvec[:, -1]).reshape(4, 3)
d = 0.005
g_plus = np.sum(gradient(run_scf(saddle + d * tilted)) * tilted)
g_minus = np.sum(gradient(run_scf(saddle - d * tilted)) * tilted)
tilt_seen = (g_plus - g_minus) / (2 * d) - V2
tilt_law = np.sin(tilt)**2 * (eigval[-1] - eigval[0])
assert abs(tilt_seen - tilt_law) < 0.02
corr0 = mp.MP2(mf0).kernel()[0]
corr1 = mp.MP2(runs[0]).kernel()[0]
mp2_shift = 2 * (corr1 - corr0) * HARTREE / step**2

# ---- Output ----
print("Planar NH3, RHF/cc-pVDZ")
print(f"N-H bond length: {bond:.4f} A")
print(f"largest residual force component: {max_force:.1e} eV/A")
print(f"mode component on N: {mode[0, 2]:.4f}, on each H: {mode[1, 2]:.4f}")
print(f"overlap with lowest Hessian eigenvector: {overlap:.6f}")
print(f"V2 from forces: {V2:.4f} eV/A^2")
print(f"V2 from analytic Hessian: {eigval[0]:.4f} eV/A^2")
print(f"V4 from forces: {V4:.2f} eV/A^4")
print(f"V4 from energies: {V4_energy:.2f} eV/A^4")
print(f"V6 from forces: {V6:.0f} eV/A^6")
print(f"truncation error at h = {step:.2f} A, SCF: {bias_seen:.4f} eV/A^2")
print(f"truncation error at h = {step:.2f} A, law: {bias_law:.4f} eV/A^2")
print("Uncorrelated force noise")
print(f"sigma: {sigma:.3f} eV/A; force pairs sampled: {samples}")
print(f"optimal h, law: {h_star:.5f} A = {h_star / 10:.6f} nm")
print(f"least rms error, law: {rms_star:.4f} eV/A^2")
print(f"least rms error / |V2|: {100 * rms_star / abs(V2):.2f} %")
for s, h, e in zip(sigmas, h_found, rms_found):
    print(f"sampled: sigma {s:.6f} eV/A, best h {h:.5f} A, "
          f"rms {e:.5f} eV/A^2")
print(f"sampled exponent of best h: {exponent_h:.4f}")
print(f"sampled exponent of least error: {exponent_e:.4f}")
print("h (A), noise, bias, rms (eV/A^2), rms / least rms by law")
for row in table:
    print("{:.5f}  {:.4f}  {:.4f}  {:.4f}  {:.3f}".format(*row))
print(f"off-saddle centre: {centre:.2f} A, sigma {small_sigma:.4f} eV/A")
print(f"off-saddle V3: {V3_off:.2f} eV/A^3, V4: {V4_off:.2f} eV/A^4")
print(f"off-saddle best h: {h_off:.5f} A, law: {h_off_law:.5f} A")
print(f"bounded noise of {sigma:.3f} eV/A: best h {h_worst:.5f} A")
print(f"bounded noise: least worst error {worst_error(h_worst):.4f} eV/A^2")
print("Smooth force error")
print(f"ell: {ell:.2f} A; small-h error sigma/ell: {floor:.4f} eV/A^2")
print(f"total rms at h = 0.001 A: {smooth_rms(0.001, sigma, ell):.5f} eV/A^2")
print(f"total rms at white-noise optimum: "
      f"{smooth_rms(h_star, sigma, ell):.4f} eV/A^2")
for s, h, p in zip(smooth_sigmas, h_smooth, h_smooth_law):
    print(f"sigma {s:.1f} eV/A: best h {h:.6f} A, linear law {p:.6f} A")
print(f"ell = {short_ell:.3f} A, sigma {sigma:.3f} eV/A: "
      f"best h {h_short:.5f} A")
print("Neglected effects")
print(f"sixth-order term at optimal h: {sixth:.5f} eV/A^2")
print(f"stiffest Hessian eigenvalue: {eigval[-1]:.2f} eV/A^2")
print(f"3 degree tilt, SCF: {tilt_seen:.4f}, law: {tilt_law:.4f} eV/A^2")
print(f"MP2 correction to curvature: {mp2_shift:.4f} eV/A^2")
print("checks complete")
```

Output:

```
Planar NH3, RHF/cc-pVDZ
N-H bond length: 0.9920 A
largest residual force component: 8.0e-12 eV/A
mode component on N: 0.8660, on each H: -0.2887
overlap with lowest Hessian eigenvector: 1.000000
V2 from forces: -11.5225 eV/A^2
V2 from analytic Hessian: -11.5225 eV/A^2
V4 from forces: 1357.86 eV/A^4
V4 from energies: 1358.51 eV/A^4
V6 from forces: -90371 eV/A^6
truncation error at h = 0.05 A, SCF: 0.5611 eV/A^2
truncation error at h = 0.05 A, law: 0.5658 eV/A^2
Uncorrelated force noise
sigma: 0.010 eV/A; force pairs sampled: 200000
optimal h, law: 0.02806 A = 0.002806 nm
least rms error, law: 0.3086 eV/A^2
least rms error / |V2|: 2.68 %
sampled: sigma 0.010000 eV/A, best h 0.02811 A, rms 0.30874 eV/A^2
sampled: sigma 0.001250 eV/A, best h 0.01404 A, rms 0.07723 eV/A^2
sampled: sigma 0.000156 eV/A, best h 0.00702 A, rms 0.01931 eV/A^2
sampled exponent of best h: 0.3336
sampled exponent of least error: 0.6665
h (A), noise, bias, rms (eV/A^2), rms / least rms by law
0.01403  0.5047  0.0445  0.5067  1.642
0.02806  0.2523  0.1777  0.3087  1.000
0.05612  0.1262  0.7053  0.7166  2.322
off-saddle centre: 0.12 A, sigma 0.0001 eV/A
off-saddle V3: 138.59 eV/A^3, V4: 776.07 eV/A^4
off-saddle best h: 0.00729 A, law: 0.00728 A
bounded noise of 0.010 eV/A: best h 0.02811 A
bounded noise: least worst error 0.5341 eV/A^2
Smooth force error
ell: 0.50 A; small-h error sigma/ell: 0.0200 eV/A^2
total rms at h = 0.001 A: 0.02000 eV/A^2
total rms at white-noise optimum: 0.1788 eV/A^2
sigma 0.1 eV/A: best h 0.001250 A, linear law 0.001250 A
sigma 0.2 eV/A: best h 0.002500 A, linear law 0.002500 A
ell = 0.015 A, sigma 0.010 eV/A: best h 0.02806 A
Neglected effects
sixth-order term at optimal h: -0.00047 eV/A^2
stiffest Hessian eigenvalue: 140.86 eV/A^2
3 degree tilt, SCF: 0.4229, law: 0.4174 eV/A^2
MP2 correction to curvature: -1.3638 eV/A^2
checks complete
```
